# Irreducible Parts and Equivariant Output Heads for Third-Rank and Elasticity Tensors: test program

```python
"""
Result under test: explicit O(3) projectors and orthonormal output heads for
  a general rank-three tensor T_ijk : 27 = 7 + 2x5 + 3x3 + 1   (l = 3, 2, 1, 0)
  the elasticity tensor C_ijkl      : 21 = 9 + 2x5 + 2x1       (l = 4, 2, 0)
Symbols: eps = Levi-Civita tensor; u, v, w = vectors of the l=1 part of T;
B, C = symmetric traceless matrices of the l=2 part of T; lam, mu = isotropic
moduli; P, Q = symmetric traceless matrices of the l=2 part of C_ijkl.
A head is a matrix taking 2l+1 irrep components to a Cartesian tensor.
The reference projectors come from diagonalizing the Casimir operator.
"""
from functools import reduce
from itertools import permutations, product
from math import factorial, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from scipy.spatial.transform import Rotation

ein = np.einsum
I3 = np.eye(3)
eps = np.zeros((3, 3, 3))
for perm in permutations(range(3)):
    eps[perm] = round(np.linalg.det(I3[list(perm)]))


def deviator(M):
    S = (M + M.T) / 2
    return S - np.trace(S) * I3 / 3


def total_sym(T):
    return sum(np.transpose(T, p) for p in permutations(range(T.ndim))) / factorial(T.ndim)


# ---------- rank three: embeddings and extraction formulas ----------
def embed_vec(u, v, w):
    return ein('ij,k->ijk', I3, u) + ein('ik,j->ijk', I3, v) + ein('jk,i->ijk', I3, w)


def embed_mat(B, C):
    return ein('ijm,mk->ijk', eps, B) + ein('jkm,mi->ijk', eps, C)


def rank3_coeffs(T):
    t = [ein('iik->k', T), ein('iji->j', T), ein('ijj->i', T)]
    uvw = [(5 * x - sum(t)) / 10 for x in t]
    y1 = deviator(ein('ijm,ijk->mk', eps, T))
    y2 = deviator(ein('jkm,ijk->mi', eps, T))
    return t, uvw, (y1, y2), ((2 * y1 + y2) / 3, (y1 + 2 * y2) / 3)


def rank3_parts(T):
    _, uvw, _, BC = rank3_coeffs(T)
    S = total_sym(T)
    s = ein('iik->k', S)
    return {0: eps * np.sum(eps * T) / 6, 1: embed_vec(*uvw),
            2: embed_mat(*BC), 3: S - embed_vec(s, s, s) / 5}


# ---------- elasticity: embeddings and extraction formulas ----------
def embed_iso(lam, mu):
    return (lam * ein('ij,kl->ijkl', I3, I3)
            + mu * (ein('ik,jl->ijkl', I3, I3) + ein('il,jk->ijkl', I3, I3)))


def embed_dev(P, Q):
    return (ein('ij,kl->ijkl', I3, P) + ein('ij,kl->ijkl', P, I3)
            + ein('ik,jl->ijkl', I3, Q) + ein('il,jk->ijkl', I3, Q)
            + ein('jk,il->ijkl', I3, Q) + ein('jl,ik->ijkl', I3, Q))


def elastic_coeffs(C):
    d, v = ein('ijkk->ij', C), ein('ikjk->ij', C)
    lam = (2 * np.trace(d) - np.trace(v)) / 15
    mu = (3 * np.trace(v) - np.trace(d)) / 30
    d, v = deviator(d), deviator(v)
    return lam, mu, d, v, (5 * d - 4 * v) / 7, (3 * v - 2 * d) / 7


def elastic_parts(C):
    lam, mu, _, _, P, Q = elastic_coeffs(C)
    S = total_sym(C)
    s = ein('iikl->kl', S)
    top = S - embed_dev(s, s) / 7 + np.trace(s) * embed_iso(1, 1) / 35
    return {0: embed_iso(lam, mu), 2: embed_dev(P, Q), 4: top}


def elastic_sym(C):
    C = (C + C.transpose(1, 0, 2, 3)) / 2
    C = (C + C.transpose(0, 1, 3, 2)) / 2
    return (C + C.transpose(2, 3, 0, 1)) / 2


def matrix_of(f, rank):
    return np.array([f(e.reshape((3,) * rank)).ravel() for e in np.eye(3 ** rank)]).T


# ---------- independent projectors from the Casimir operator ----------
def spectral_projectors(rank):
    casimir = 0
    for a in range(3):
        G = sum(reduce(np.kron, [-eps[a] if s == q else I3 for s in range(rank)])
                for q in range(rank))
        casimir = casimir - G @ G
    val, vec = np.linalg.eigh(casimir)
    out = {}
    for l in range(rank + 1):
        sel = vec[:, abs(val - l * (l + 1)) < 1e-8]
        out[l] = sel @ sel.T
    assert np.allclose(sum(out.values()), np.eye(3 ** rank))
    return out


ref3, ref4 = spectral_projectors(3), spectral_projectors(4)
sym_el = matrix_of(elastic_sym, 4)
ref_el = {l: ref4[l] @ sym_el for l in range(5)}
dims3 = {l: round(np.trace(ref3[l])) for l in ref3}
dims_el = {l: round(np.trace(ref_el[l])) for l in ref_el}
assert dims3 == {0: 1, 1: 9, 2: 10, 3: 7}
assert dims_el == {0: 2, 1: 0, 2: 10, 3: 0, 4: 9}
for l in range(4):
    assert np.allclose(matrix_of(lambda T: rank3_parts(T)[l], 3), ref3[l], atol=1e-10)
for l in (0, 2, 4):
    formula = matrix_of(lambda C: elastic_parts(elastic_sym(C))[l], 4)
    assert np.allclose(formula, ref_el[l], atol=1e-10)

# content of the totally symmetric subspaces
full3, full4 = matrix_of(total_sym, 3), matrix_of(total_sym, 4)
symdim3 = [round(np.trace(ref3[l] @ full3)) for l in (3, 2, 1, 0)]
symdim4 = [round(np.trace(ref_el[l] @ full4)) for l in (4, 2, 0)]
assert symdim3 == [7, 0, 3, 0] and symdim4 == [9, 5, 1]

# ---------- unit symmetric traceless tensors from harmonic polynomials ----------
X = sp.symbols('x y z')
names = {
    0: ['1'], 1: ['x', 'y', 'z'],
    2: ['x*y', 'y*z', 'x*z', 'x**2-y**2', '2*z**2-x**2-y**2'],
    3: ['y*(3*x**2-y**2)', 'x*y*z', 'y*(4*z**2-x**2-y**2)',
        'z*(2*z**2-3*x**2-3*y**2)', 'x*(4*z**2-x**2-y**2)',
        'z*(x**2-y**2)', 'x*(x**2-3*y**2)'],
    4: ['x*y*(x**2-y**2)', 'y*z*(3*x**2-y**2)', 'x*y*(6*z**2-x**2-y**2)',
        'y*z*(4*z**2-3*x**2-3*y**2)',
        '8*z**4-24*z**2*(x**2+y**2)+3*(x**2+y**2)**2',
        'x*z*(4*z**2-3*x**2-3*y**2)', '(x**2-y**2)*(6*z**2-x**2-y**2)',
        'x*z*(x**2-3*y**2)', 'x**4-6*x**2*y**2+y**4']}


def unit_tensor(text, l):
    poly = sp.Poly(sp.sympify(text, locals=dict(zip('xyz', X))), *X)
    E = np.zeros((3,) * l)
    for idx in product(range(3), repeat=l):
        powers = tuple(idx.count(a) for a in range(3))
        weight = np.prod([factorial(p) for p in powers]) / factorial(l)
        E[idx] = float(poly.coeff_monomial(powers)) * weight
    return E / np.linalg.norm(E)


basis = {l: [unit_tensor(s, l) for s in names[l]] for l in names}


def harmonics(l, n):
    """Values E_m . n...n at the rows of n."""
    columns = []
    for E in basis[l]:
        power = np.ones((len(n), 1))
        for _ in range(l):
            power = ein('pa,pb->pab', power, n).reshape(len(n), -1)
        columns.append(power @ E.ravel())
    return np.array(columns).T


# sphere average of products of harmonics by Gauss-Legendre x uniform angle
cz, wz = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
sphere = np.array([[sqrt(1 - c * c) * np.cos(p), sqrt(1 - c * c) * np.sin(p), c]
                   for c in cz for p in phi])
sphere_w = np.repeat(wz / 2, 12) / 12
sphere_mean = {}
for l in range(1, 5):
    Y = harmonics(l, sphere)
    gram = Y.T @ (sphere_w[:, None] * Y)
    double_fact = np.prod(np.arange(1, 2 * l + 2, 2))
    assert np.allclose(gram, np.eye(2 * l + 1) * factorial(l) / double_fact, atol=1e-12)
    sphere_mean[l] = gram[0, 0]


# ---------- isometric output heads: (label, l, pseudo?, matrix) ----------
def columns(f, l):
    return np.array([f(E).ravel() for E in basis[l]]).T


heads3 = [
    ('l=3', 3, False, columns(lambda E: E, 3)),
    ('l=2 (B,C)~(1,1)', 2, True, columns(lambda E: embed_mat(E, E) / sqrt(2), 2)),
    ('l=2 (B,C)~(1,-1)', 2, True, columns(lambda E: embed_mat(E, -E) / sqrt(6), 2)),
    ('l=1 (u,v,w)~(1,1,1)', 1, False, columns(lambda e: embed_vec(e, e, e) / sqrt(15), 1)),
    ('l=1 (u,v,w)~(1,-1,0)', 1, False, columns(lambda e: embed_vec(e, -e, 0 * e) / 2, 1)),
    ('l=1 (u,v,w)~(1,1,-2)', 1, False, columns(lambda e: embed_vec(e, e, -2 * e) / sqrt(12), 1)),
    ('l=0', 0, True, columns(lambda one: eps / sqrt(6), 0))]
bulk = embed_iso(1 / 3, 0)
shear = (embed_iso(0, 0.5) - bulk) / sqrt(5)
heads_el = [
    ('l=4', 4, False, columns(lambda E: E, 4)),
    ('l=2 (P,Q)~(1,1)', 2, False, columns(lambda E: embed_dev(E, E) / sqrt(42), 2)),
    ('l=2 (P,Q)~(2,-1)', 2, False, columns(lambda E: embed_dev(2 * E, -E) / sqrt(12), 2)),
    ('l=0 bulk', 0, False, columns(lambda one: bulk, 0)),
    ('l=0 shear', 0, False, columns(lambda one: shear, 0))]

rng = np.random.default_rng(5)
points = rng.normal(size=(60, 3))
points /= np.linalg.norm(points, axis=1)[:, None]
proper = Rotation.from_euler('zyz', [0.7, 1.1, -0.4]).as_matrix()
wrong_parity_error = 0.0
for heads, rank, ref in ((heads3, 3, ref3), (heads_el, 4, ref_el)):
    W = np.hstack([h[3] for h in heads])
    assert np.allclose(W.T @ W, np.eye(W.shape[1]), atol=1e-12)
    for l in ref:
        span = sum((h[3] @ h[3].T for h in heads if h[1] == l), np.zeros((3 ** rank,) * 2))
        assert np.allclose(span, ref[l], atol=1e-10)
    for R in (proper, -proper):
        big = reduce(np.kron, [R] * rank)
        for label, l, pseudo, H in heads:
            # representation matrix from harmonics sampled at rotated points
            D = np.linalg.lstsq(harmonics(l, points), harmonics(l, points @ R.T),
                                rcond=None)[0].T
            sign = np.linalg.det(R) if pseudo else 1.0
            assert np.allclose(big @ H, sign * H @ D, atol=1e-10), label
            if pseudo and l == 2:
                wrong_parity_error = max(wrong_parity_error,
                                         np.linalg.norm(big @ H - H @ D) / np.linalg.norm(H))
assert wrong_parity_error > 1
# the (2,-1) channel has no totally symmetric part, the (1,1) channel is all symmetric
assert np.allclose(full4 @ heads_el[2][3], 0, atol=1e-12)
assert np.allclose(full4 @ heads_el[1][3], heads_el[1][3], atol=1e-12)


# ---------- worked examples ----------
def show(x, digits=4):
    flat = np.round(np.atleast_1d(np.asarray(x, float)).ravel(), digits) + 0.0
    return ' '.join(f'{q:.{digits}f}' for q in flat)


def sq(x):
    return float(np.sum(np.asarray(x) ** 2))


upper = ([0, 1, 2, 1, 0, 0], [0, 1, 2, 2, 2, 1])
a, b, c = np.array([1., 0, 0]), np.array([1., 1, 0]), np.array([1., 1, 1])
T = ein('i,j,k->ijk', a, b, c)
traces, uvw, ys, BC = rank3_coeffs(T)
parts3 = rank3_parts(T)
assert np.allclose(sum(parts3.values()), T)
assert np.isclose(sum(sq(p) for p in parts3.values()), sq(T))

print('dimensions rank 3, l=3,2,1,0:', *[dims3[l] for l in (3, 2, 1, 0)])
print('dimensions elasticity, l=4,2,0:', *[dims_el[l] for l in (4, 2, 0)])
print('totally symmetric share, rank 3, l=3,2,1,0:', *symdim3)
print('totally symmetric share, elasticity, l=4,2,0:', *symdim4)
print('sphere mean of (E.n..n)^2, l=1..4:', show([sphere_mean[l] for l in range(1, 5)], 6))
print('relative error, l=2 head with wrong parity:', show(wrong_parity_error))
print('EXAMPLE 1 (dimensionless) a, b, c:', show(a, 0), '|', show(b, 0), '|', show(c, 0))
for name, vec in zip(('t1', 't2', 't3', 'u', 'v', 'w'), traces + uvw):
    print(f'{name} (x y z):', show(vec))
for name, mat in zip(('y1', 'y2', 'B', 'C'), ys + BC):
    print(f'{name} (xx yy zz yz xz xy):', show(mat[upper]))
print('pseudoscalar eps:T/6:', show(np.sum(eps * T) / 6))
H3 = parts3[3]
print('l=3 part xxx yyy zzz xyz:', show([H3[0, 0, 0], H3[1, 1, 1], H3[2, 2, 2], H3[0, 1, 2]]))
print('squared norms l=3,2,1,0, total:', show([sq(parts3[l]) for l in (3, 2, 1, 0)] + [sq(T)]))
for label, l, pseudo, H in heads3:
    print('squared head output', label + ':', show(sq(H.T @ T.ravel())))

C11, C33, C12, C13, C44, C66 = 200., 160., 90., 85., 60., 80.
voigt = np.diag([C11, C11, C33, C44, C44, C66])
voigt[0, 1] = voigt[1, 0] = C12
voigt[:2, 2] = voigt[2, :2] = C13
assert np.linalg.eigvalsh(voigt).min() > 0
pairs = list(zip(*upper))
Cel = np.zeros((3,) * 4)
for p, (i, j) in enumerate(pairs):
    for q, (k, m) in enumerate(pairs):
        for ij, km in product(((i, j), (j, i)), ((k, m), (m, k))):
            Cel[ij + km] = voigt[p, q]
lam, mu, d, v, P, Q = elastic_coeffs(Cel)
parts4 = elastic_parts(Cel)
assert np.allclose(sum(parts4.values()), Cel)
quadratic = 6 * sq(P) + 16 * np.sum(P * Q) + 20 * sq(Q)
assert np.isclose(quadratic, sq(parts4[2]))


def rotate4(C, R):
    return (reduce(np.kron, [R] * 4) @ C.ravel()).reshape(C.shape)


# isotropic part = average over all orientations (Euler-angle quadrature)
cb, wb = np.polynomial.legendre.leggauss(5)
angles = 2 * np.pi * np.arange(6) / 6
average = sum(w / 2 / 36 * rotate4(Cel, Rotation.from_euler('zyz', [al, np.arccos(x), ga]).as_matrix())
              for x, w in zip(cb, wb) for al in angles for ga in angles)
assert np.allclose(average, parts4[0], atol=1e-9)

# moduli from their definitions: uniform strain and mean over traceless strains
K, G = lam + 2 * mu / 3, mu
assert np.isclose(K, ein('iijj->', Cel) / 9)
assert np.isclose(G, np.mean([ein('ij,ijkl,kl->', E, Cel, E) for E in basis[2]]) / 2)

turned = rotate4(Cel, Rotation.from_euler('x', 45, degrees=True).as_matrix())
voigt_turned = np.array([[turned[i, j, k, m] for k, m in pairs] for i, j in pairs])
assert np.isclose(sq(turned), sq(Cel)) and abs(sq(voigt_turned) - sq(voigt)) > 1

print('EXAMPLE 2 C11 C33 C12 C13 C44 C66 (GPa):', show([C11, C33, C12, C13, C44, C66], 0))
print('C_iijj, C_ijij (GPa):', show([ein('iijj->', Cel), ein('ijij->', Cel)], 2))
print('lambda, mu, K, G (GPa):', show([lam, mu, K, G], 2))
au = constants.physical_constants
pressure_au = au['Hartree energy'][0] / au['Bohr radius'][0] ** 3
print(f'K (hartree/bohr^3): {K * 1e9 / pressure_au:.6f}')
for name, mat in zip(('dev d', 'dev v', 'P', 'Q'), (d, v, P, Q)):
    print(f'{name} xx yy zz (GPa):', show(np.diag(mat)))
H4 = parts4[4]
print('l=4 part 11 33 12 13 44 66 (GPa):', show(
    [H4[0, 0, 0, 0], H4[2, 2, 2, 2], H4[0, 0, 1, 1], H4[0, 0, 2, 2],
     H4[1, 2, 1, 2], H4[0, 1, 0, 1]]))
rebuilt = np.zeros(81)
for label, l, pseudo, H in heads_el:
    target = H.T @ Cel.ravel()
    rebuilt += H @ target
    for name, value in zip(names[l], target):
        if abs(value) > 1e-8:
            print(f'target {label}, {name} (GPa):', show(value))
assert np.allclose(rebuilt, Cel.ravel())
print('squared norms l=4,2,0, total (GPa^2):', show([sq(parts4[l]) for l in (4, 2, 0)] + [sq(Cel)], 2))
print('P:P + Q:Q, not the l=2 norm (GPa^2):', show(sq(P) + sq(Q), 2))
print('full squared norm before, after 45 deg about x (GPa^2):', show([sq(Cel), sq(turned)], 2))
print('6x6 Voigt sum of squares before, after (GPa^2):', show([sq(voigt), sq(voigt_turned)], 2))
print('PASS')
```

Output:

```
dimensions rank 3, l=3,2,1,0: 7 10 9 1
dimensions elasticity, l=4,2,0: 9 10 2
totally symmetric share, rank 3, l=3,2,1,0: 7 0 3 0
totally symmetric share, elasticity, l=4,2,0: 9 5 1
sphere mean of (E.n..n)^2, l=1..4: 0.333333 0.133333 0.057143 0.025397
relative error, l=2 head with wrong parity: 2.0000
EXAMPLE 1 (dimensionless) a, b, c: 1 0 0 | 1 1 0 | 1 1 1
t1 (x y z): 1.0000 1.0000 1.0000
t2 (x y z): 1.0000 1.0000 0.0000
t3 (x y z): 2.0000 0.0000 0.0000
u (x y z): 0.1000 0.3000 0.4000
v (x y z): 0.1000 0.3000 -0.1000
w (x y z): 0.6000 -0.2000 -0.1000
y1 (xx yy zz yz xz xy): -0.3333 -0.3333 0.6667 0.5000 0.5000 0.0000
y2 (xx yy zz yz xz xy): 0.6667 -0.3333 -0.3333 0.0000 0.0000 -0.5000
B (xx yy zz yz xz xy): 0.0000 -0.3333 0.3333 0.3333 0.3333 -0.1667
C (xx yy zz yz xz xy): 0.3333 -0.3333 0.0000 0.1667 0.1667 -0.3333
pseudoscalar eps:T/6: 0.1667
l=3 part xxx yyy zzz xyz: 0.2000 -0.4000 -0.2000 0.1667
squared norms l=3,2,1,0, total: 1.7667 1.6667 2.4000 0.1667 6.0000
squared head output l=3: 1.7667
squared head output l=2 (B,C)~(1,1): 1.0833
squared head output l=2 (B,C)~(1,-1): 0.5833
squared head output l=1 (u,v,w)~(1,1,1): 1.4000
squared head output l=1 (u,v,w)~(1,-1,0): 0.2500
squared head output l=1 (u,v,w)~(1,1,-2): 0.7500
squared head output l=0: 0.1667
EXAMPLE 2 C11 C33 C12 C13 C44 C66 (GPa): 200 160 90 85 60 80
C_iijj, C_ijij (GPa): 1080.00 960.00
lambda, mu, K, G (GPa): 80.00 60.00 120.00 60.00
K (hartree/bohr^3): 0.004079
dev d xx yy zz (GPa): 15.0000 15.0000 -30.0000
dev v xx yy zz (GPa): 20.0000 20.0000 -40.0000
P xx yy zz (GPa): -0.7143 -0.7143 1.4286
Q xx yy zz (GPa): 4.2857 4.2857 -8.5714
l=4 part 11 33 12 13 44 66 (GPa): -15.7143 -8.5714 11.4286 4.2857 4.2857 11.4286
target l=4, 8*z**4-24*z**2*(x**2+y**2)+3*(x**2+y**2)**2 (GPa): -17.9284
target l=4, x**4-6*x**2*y**2+y**4 (GPa): -35.3553
target l=2 (P,Q)~(1,1), 2*z**2-x**2-y**2 (GPa): -41.5761
target l=2 (P,Q)~(2,-1), 2*z**2-x**2-y**2 (GPa): 14.1421
target l=0 bulk, 1 (GPa): 360.0000
target l=0 shear, 1 (GPa): 268.3282
squared norms l=4,2,0, total (GPa^2): 1571.43 1928.57 201600.00 205100.00
P:P + Q:Q, not the l=2 norm (GPa^2): 113.27
full squared norm before, after 45 deg about x (GPa^2): 205100.00 205100.00
6x6 Voigt sum of squares before, after (GPa^2): 164300.00 167918.75
PASS
```
